# Charge Pumping: Extracting Trap Density and Mean Cross-Section from Frequency Sweeps

## Problem

An n-channel MOS transistor has source, drain and substrate grounded. Its gate is pulsed between accumulation and inversion, with rise time $t_r$ and fall time $t_f$. In each cycle, interface traps take electrons from the channel and holes from the substrate. The resulting recombination current is the charge-pumping current $I$.

The traps have a uniform density $D$ per area and energy (often written $D_{it}$), and energy-independent capture cross-sections $\sigma_n$ and $\sigma_p$. The model parameters, in the device units cm, s, eV and A, are:

- $kT=0.02585$ eV (300 K), $n_i=10^{10}$ cm$^{-3}$, doping $N_A=10^{17}$ cm$^{-3}$;
- thermal velocity $v=10^7$ cm/s, gate area $A=10^{-6}$ cm$^2$;
- $a=|V_T-V_{FB}|/\Delta V_G=0.4$, the fraction of each edge spent between threshold and flat band.

Triangular pulses, $t_r=t_f=t=1/(2f)$, give these noise-free synthetic currents:

| $f$ (kHz) | $I$ (pA) |
|---|---|
| 1.000 | 4.639 |
| 1.778 | 8.999 |
| 3.162 | 17.347 |
| 5.623 | 33.254 |
| 10.000 | 63.442 |
| 17.783 | 120.521 |
| 31.623 | 228.089 |
| 56.234 | 430.203 |
| 100.000 | 808.941 |

Derive the dependence of $I$ on the edge times, and extract $D$ and the mean cross-section $\sigma=\sqrt{\sigma_n\sigma_p}$.

## A tempting solution

Measure trap energy from the intrinsic level, $\varepsilon=(E-E_i)/kT$, and define the rates
$$\kappa_n=v n_i\sigma_n,\qquad \kappa_p=v n_i\sigma_p,\qquad \kappa=\sqrt{\kappa_n\kappa_p}=v n_i\sigma .$$
A trap emits its electron to the conduction band at the rate $\kappa_n e^{\varepsilon}$.

Suppose that between threshold and flat band there are no carriers to capture. On the falling edge, traps then emit for a time $at_f$. Those with $\kappa_n e^{\varepsilon}at_f>1$ return their electron to the channel, and the rest keep it until holes arrive. The upper limit of the pumping traps is $\varepsilon_e=-\ln(\kappa_n at_f)$. On the rising edge, hole emission at the rate $\kappa_p e^{-\varepsilon}$ gives the lower limit $\varepsilon_h=\ln(\kappa_p at_r)$. Hence
$$I=qfAD\,\Delta E,\qquad \Delta E=kT(\varepsilon_e-\varepsilon_h)=-2kT\ln\!\left(\kappa a\sqrt{t_rt_f}\right).$$
For the triangular pulse this is a straight line in $\ln f$:
$$\frac{I}{qAf}=2DkT\left[\ln f-\ln(\kappa a/2)\right].$$

With $f$ in Hz, a least-squares line has slope $4.678\times10^9$ cm$^{-2}$ and intercept $-3.440\times10^9$ cm$^{-2}$. The slope gives
$$D=\frac{4.678\times10^9}{2\times0.02585}=9.05\times10^{10}\ \text{cm}^{-2}\,\text{eV}^{-1}.$$
The line reaches zero at $\ln(\kappa a/2)=3.440/4.678=0.735$, so $\kappa=(2/0.4)e^{0.735}=10.4$ s$^{-1}$ and $\sigma=\kappa/(vn_i)=1.04\times10^{-16}$ cm$^2$.

The currents were generated with $D=1.00\times10^{11}$ cm$^{-2}$ eV$^{-1}$ and $\sigma=2.00\times10^{-16}$ cm$^2$. The extracted density is 10% too low and the cross-section is about half its true value.

## Where the fault lies

The data contain a warning. The frequencies are equally spaced in $\ln f$, so the line predicts equal steps in the charge per cycle $I/f$. The first step is $8.999/1.778-4.639=0.42$ fC and the last is $8.089-7.650=0.44$ fC. The steps grow by about 4%, although the data have no noise.

Two assumptions are at fault. First, the condition $\kappa_n e^\varepsilon at_f=1$ replaces a gradual survival probability by a sharp step, whose position has to be calculated. Second, carriers do not vanish at threshold and reappear at flat band. Capture continues for part of the passage, so the emission time is shorter than $at$ and is not proportional to it.

## The rate equation and the pumped charge

Let $u=(E_F-E_i)/kT$ at the surface. We assume one Fermi level for both carriers, so that $n=n_ie^u$ and $p=n_ie^{-u}$. Electron capture by an empty trap has the rate $v\sigma_n n=\kappa_ne^u$. In equilibrium the occupation is $\theta_0=1/(1+e^{\varepsilon-u})$, and capture must balance emission:
$$\text{emission rate}=\kappa_ne^u\,\frac{1-\theta_0}{\theta_0}=\kappa_ne^u e^{\varepsilon-u}=\kappa_ne^\varepsilon .$$
The same argument for holes gives capture at $\kappa_pe^{-u}$ and emission at $\kappa_pe^{-u}\theta_0/(1-\theta_0)=\kappa_pe^{-\varepsilon}$. Capturing a hole empties a trap and emitting a hole fills it, so
$$\dot\theta=(1-\theta)(\kappa_ne^u+\kappa_pe^{-\varepsilon})-\theta(\kappa_pe^{-u}+\kappa_ne^\varepsilon).$$

In a periodic state $\theta$ returns to its initial value. The net number of electrons taken from the channel per cycle therefore equals the net number of holes taken from the substrate:
$$N(\varepsilon)=\oint[(1-\theta)\kappa_ne^u-\theta\kappa_ne^\varepsilon]\,dt=\oint[\theta\kappa_pe^{-u}-(1-\theta)\kappa_pe^{-\varepsilon}]\,dt .$$
There are $AD\,kT\,d\varepsilon$ traps in $d\varepsilon$, so the magnitude of the current is $I=qfAD\,kT\int N\,d\varepsilon$. The window is thus defined as $\Delta E=kT\int N\,d\varepsilon$, with no sharp edge assumed.

The synthetic currents come from integrating this rate equation over a cycle. In that model $u$ is linear in time between $u_F$ at threshold and $-u_F$ at flat band, and pinned outside this range, with $u_F=\ln(N_A/n_i)=16.12$. This is a simplified electrostatic model: a real surface potential is not strictly linear in gate voltage. Tunnelling, feedback of trapped charge, and channel electrons lost to the substrate are left out.

## The position of a gradual edge

Take a trap in the upper half of the gap, filled during inversion. If it emits for a time $\tau$ before holes arrive, its electron survives with probability $S=\exp(-xe^\varepsilon)$, where $x=\kappa_n\tau\ll1$. A surviving electron recombines, so $N=S$. Hole emission, at the rate $\kappa_pe^{-\varepsilon}$, is neglected here. Its main effect on these traps comes on the rising edge, where it can fill an empty trap near midgap before electrons arrive. This lowers the integral of $N$ by an amount of order $\kappa_p\tau_r$, where $\tau_r$ is the emission time on that edge.

The upper half contributes, with $y=xe^\varepsilon$ and $d\varepsilon=dy/y$,
$$\varepsilon_e=\int_0^\infty e^{-xe^\varepsilon}d\varepsilon=\int_x^\infty\frac{e^{-y}}{y}\,dy=-e^{-x}\ln x+\int_x^\infty e^{-y}\ln y\,dy .$$
The last step is an integration by parts. For small $x$ the first term tends to $-\ln x$, and the remaining integral tends to $\int_0^\infty e^{-y}\ln y\,dy=-\gamma$, with Euler's constant $\gamma=0.5772$. Therefore
$$\varepsilon_e=-\ln(\kappa_n\tau_f)-\gamma .$$

On the rising edge a lower-half trap starts empty. It pumps if it emits no hole before electrons arrive. Exchanging the carriers and the sign of $\varepsilon$ gives $\varepsilon_h=\ln(\kappa_p\tau_r)+\gamma$. Subtracting, with $\kappa_n\kappa_p=\kappa^2$,
$$\boxed{\Delta E=-2kT\left[\ln\!\left(\kappa\sqrt{\tau_f\tau_r}\right)+\gamma\right],\qquad I=qfAD\,\Delta E.}$$

## The emission time

On the falling edge $u=u_F-rs$, where $s$ is the time since threshold and
$$r=\frac{2u_F}{at_f}.$$
Electron arrivals at the trap can be treated as random events with rate $\kappa_ne^u$, which change nothing if the trap is already full. Emission events have rate $\kappa_ne^\varepsilon$ and change nothing if it is empty. Before holes arrive, the trap is full if the latest event was an electron arrival. Emission therefore counts from the last electron arrival, at $u_1$, to the first hole arrival, at $u_2$.

The expected number of electron arrivals after the surface passes $u$ is
$$\int_{-\infty}^{u}\kappa_ne^{u'}\frac{du'}{r}=\frac{\kappa_n}{r}e^u .$$
Extending the lower limit from $-u_F$ to $-\infty$ adds a negligible amount. The probability of no later arrival is $\exp[-(\kappa_n/r)e^u]$. Hence $X_1=(\kappa_n/r)e^{u_1}$ has the distribution $P(X_1>x)=e^{-x}$. Counting hole arrivals before $u$ in the same way shows that $X_2=(\kappa_p/r)e^{-u_2}$ has this distribution too. Taking logarithms,
$$u_1=\ln\frac r{\kappa_n}+\ln X_1,\qquad u_2=-\ln\frac r{\kappa_p}-\ln X_2 .$$
Each $\ln X_i$ has mean $-\gamma$, so the mean travel $u_1-u_2$ is
$$L=\ln\frac r{\kappa_n}+\ln\frac r{\kappa_p}-2\gamma=2\left(\ln\frac r\kappa-\gamma\right),\qquad \boxed{\tau=\frac Lr=\frac{L}{2u_F}\,at.}$$
The rising edge gives the same expression with its own $t_r$.

The window needs the mean of $\ln\tau$, whereas this formula uses the logarithm of the mean. Each $\ln X_i$ has variance $\pi^2/6$, so the travel has variance $\pi^2/3$. Expanding the logarithm to second order gives $\langle\ln\tau\rangle\simeq\ln\langle\tau\rangle-\pi^2/(6L^2)$. At 10 kHz, where $L=21.44$, two edges add $2\times1.645/21.44^2=0.007$ to $\Delta E/kT$. The rate equation gives 15.317 and the formula 15.309, a difference of about this size. Over the whole sweep the largest deviation is 0.013 $kT$.

The edges were also tested separately with $t_r=5$ µs and $t_f=50$ µs. The rate equation puts them at $\varepsilon_e=6.966$ and $\varepsilon_h=-10.458$, and the formulas at 6.962 and $-10.456$.

## What the sweeps can determine

Since $L$ falls by 2 per unit of $\ln t$,
$$\frac{d\ln\tau}{d\ln t}=1+\frac1L\frac{dL}{d\ln t}=1-\frac2L .$$
If both edges are lengthened together, the window shrinks by $2kT(1-2/L)$ per unit of $\ln t$. The law is logarithmic with a slowly drifting coefficient. As $f$ rises, $t$ falls and $L$ grows, which explains the growing steps in $I/f$.

With fixed edges $\Delta E$ is constant, so $I\propto f$. For 5 µs edges the rate equation gives 50 490 electrons per cycle from 5 to 80 kHz. Dividing by $A$ yields only the product $D\,\Delta E$. Changing the edge times is what separates $D$ from $\sigma$.

The cross-sections enter $\Delta E$ through $\sigma_n\sigma_p$ alone, so within this approximation the sweep cannot determine them individually. The input was $\sigma_n=4\times10^{-16}$ and $\sigma_p=10^{-16}$ cm$^2$. Replacing these by $8\times10^{-16}$ and $0.5\times10^{-16}$ cm$^2$ leaves the 10 kHz window at 15.317 $kT$.

## Size of the error in the straight-line result

At 10 kHz, $t=50$ µs and the passage takes $at=20$ µs, but
$$\tau=\frac{21.44}{2\times16.12}\times20\ \text{µs}=13.3\ \text{µs}.$$
The slope is reduced by $D_{\rm line}/D=1-2/21.44=0.907$; the fit gives 0.905.

For the cross-section, first keep $\gamma$ but still set $\tau=at$. Let $X=\Delta E/(2kT)=-\ln(\kappa\tau)-\gamma=7.65$ at mid-sweep. Equating the line to the true charge there gives
$$D_{\rm line}\left[-\ln(\kappa_{\rm line}at)-\gamma\right]=DX
\;\Rightarrow\;
\ln\kappa_{\rm line}=-\frac{X}{1-2/L}-\gamma-\ln(at).$$
From the definition of $X$, $\ln\kappa=-X-\gamma-\ln\tau$. Subtracting, with $\tau/(at)=L/(2u_F)$,
$$\ln\frac{\sigma_{\rm line}}{\sigma}=X-\frac{X}{1-2/L}+\ln\frac{L}{2u_F}
=-\frac{2X/L}{1-2/L}+\ln\frac{L}{2u_F}=-0.79-0.41 .$$
The predicted ratio is $e^{-1.20}=0.30$, and the fit gives 0.29. The larger contribution comes from extrapolating a slightly wrong slope to zero window.

Dropping $\gamma$ as well multiplies $\sigma_{\rm line}$ by $e^\gamma=1.78$, which gives the tempting solution's ratio of 0.52. Its two errors partly cancel. Restoring $\gamma$ alone would make the extracted cross-section worse.

## The corrected extraction

Both parameters are now fitted to all nine currents with
$$\frac{I}{qAf}=-2DkT\left[\ln\frac{\kappa L}{r}+\gamma\right],\qquad r=\frac{4u_Ff}{a},\qquad L=2\left(\ln\frac r\kappa-\gamma\right),$$
by minimizing the relative residuals. The result is
$$D=9.99\times10^{10}\ \text{cm}^{-2}\,\text{eV}^{-1},\qquad \sigma=1.97\times10^{-16}\ \text{cm}^2,$$
which is 0.1% and 1.4% below the input, respectively. This accuracy belongs to the model, in which $u$ is linear in time. In a real gate stack the depletion charge makes $u$ move more slowly near flat band, where holes are already being captured, so $\tau$ is shorter than $Lat/(2u_F)$. With the Poisson–Boltzmann surface potential at this doping and oxides of 5 to 30 nm, the same fit leaves $D$ about 1% low and $\sigma$ about 10 to 20% low.

As a check on the scale, the input values at 10 kHz give $AD\,\Delta E=10^{-6}\times10^{11}\times0.02585\times15.32=3.96\times10^4$ electrons per cycle. Multiplying by $qf$ gives 63.4 pA, as in the table. Between 1 and 100 kHz the window widens from 0.290 to 0.505 eV.

The cross-section is much more sensitive than the density. The ratio $R$ of the charges per cycle at 100 and 1 kHz does not contain $D$. At fixed $r$, $dL/d\ln\kappa=-2$, so $d(\Delta E/kT)/d\ln\sigma=-2(1-2/L)$. With $L=16.8$ at 1 kHz and 26.0 at 100 kHz,
$$\frac{d\ln R}{d\ln\sigma}=2\left(\frac{0.881}{11.19}-\frac{0.923}{19.53}\right)=0.063 .$$
A 1% error in $R$ therefore shifts $\sigma$ by about 16%. Here the formula gives $R=1.7452$ and the data give 1.7437, a relative difference of $-0.0009$. This implies a shift of about $-1.4\%$ in $\sigma$, the size found in the fit.

## Where the formula fails

For slow edges the formula requires $r\gg\kappa$. As $r$ falls towards $\kappa$, $L=2[\ln(r/\kappa)-\gamma]$ is no longer large, and $\kappa\tau=\kappa L/r$ rises to its maximum $2e^{-1-\gamma}\approx0.4$ at $L=2$. Emission from midgap traps is then no longer negligible. Hole arrivals begin before electron arrivals have ended, and the separation into two edges breaks down.

For very fast edges the surface of this model reaches its pinned value before capture has occurred. The derivation assumes that $\kappa_nN_A/n_i$ and $\kappa_pN_A/n_i$ are well above $r$. At 100 kHz, $r=32.24/(2\ \text{µs})=1.6\times10^7$ s$^{-1}$, while the slower capture rate is $\kappa_pN_A/n_i=10^8$ s$^{-1}$. The ratio is 6, so the probability of missing capture during the passage is about $e^{-6}$.

In the opposite limit, $r\gg\kappa_{n,p}N_A/n_i$, the last and first captures both occur on the plateaus. The mean emission time approaches $at+(n_i/N_A)(1/\kappa_n+1/\kappa_p)$, provided the plateaus remain long enough. The waiting terms do not depend on $t$. The window therefore stops growing once $at=2u_F/r$ is small compared with them, which requires $r$ larger by a further factor of order $2u_F$. This limit lies outside the range tested here. Its position is set by the pinning at $\pm u_F$. In a real device driven well into inversion and accumulation, the surface densities exceed $N_A$ by a large factor, the waiting times are shorter by that factor, and the saturation sets in only at faster edges.

## Calculated quantities

```
kT = 0.025852 eV at T = 300 K; uF = 16.118
ni = 1.0e+10 cm^-3, NA = 1.0e+17 cm^-3, v = 1.0e+07 cm/s
area = 1.0e-06 cm^2, a = 0.40, half gap = 0.55 eV
input D = 1.000e+11 cm^-2 eV^-1
input sigma_n = 4.0e-16, sigma_p = 1.0e-16 cm^2
input geometric mean sigma = 2.000e-16 cm^2
Euler constant = 0.57722, exp(gamma) = 1.7811
Triangular sweep: f/kHz, I/pA, window/kT numeric, formula
     1.000     4.639   11.2005   11.1878
     1.778     8.999   12.2178   12.2068
     3.162    17.347   13.2437   13.2340
     5.623    33.254   14.2770   14.2684
    10.000    63.442   15.3170   15.3093
    17.783   120.521   16.3629   16.3560
    31.623   228.089   17.4141   17.4079
    56.234   430.203   18.4701   18.4645
   100.000   808.941   19.5305   19.5254
largest window deviation = 0.0127 kT
window at 1 kHz = 0.2896 eV
window at 100 kHz = 0.5049 eV
Fixed 5 us edges: f/kHz, I/pA, electrons per cycle
     5.000    40.447   50490.15
    10.000    80.894   50490.15
    20.000   161.788   50490.15
    40.000   323.577   50490.15
    80.000   647.153   50490.15
relative spread of charge per cycle = 6.8e-12
Unequal edges: t_r = 5 us, t_f = 50 us
  upper edge: numeric 6.9659, formula 6.9615 kT
  lower edge: numeric -10.4579, formula -10.4558 kT
Same product, sigma_n = 8e-16, sigma_p = 5e-17 cm^2, 10 kHz:
  window 15.3170 kT against 15.3170 kT
Mid-sweep, 10 kHz: edge time = 50.0 us
  passage time a*t = 20.00 us
  emission time tau = 13.302 us
  L = 21.440, X = 7.6547
Line fit: slope = 4.6783e+09 cm^-2 per unit ln f
  intercept (f in Hz) = -3.4397e+09 cm^-2
  D = 9.0483e+10 cm^-2 eV^-1
  D/input = 0.9048, predicted 0.9067
  sigma = 5.856e-17 cm^2 with gamma
  sigma/input = 0.2928, predicted 0.3026
  sigma = 1.043e-16 cm^2 without gamma
Self-consistent fit: D = 9.9892e+10 cm^-2 eV^-1
  sigma = 1.9729e-16 cm^2
  D/input = 0.99892, sigma/input = 0.9864
```
